# Small Tamm-Dancoff energy shifts do not guarantee accurate intensities: a program that tests the result

```python
# Result under test: dropping the coupling block B of the Bethe-Salpeter problem
#   A X + B Y = Omega X,   B X + A Y = -Omega Y,   X.X - Y.Y = 1
# (Tamm-Dancoff approximation, TDA) changes energies at second order in B, but
# generally changes oscillator strengths and static polarizability at first order.
# Rydberg units: hbar = 1, 2m = 1, e^2 = 2; energies in Ry, lengths in bohr (a0).
# D = d.(X+Y) is the transition dipole length, f = Omega D^2 (light along x),
# and alpha = 4 sum D^2/Omega. "scale" multiplies B; scale = 1 is the full problem.
# The model chain has bare repulsion v and fixed screened exchange interaction W.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def solve_full(A, B, d):
    """Positive-energy solutions, sorted by energy, dominant X component > 0."""
    n = len(A)
    stability = np.block([[A, B], [B, A]])
    metric = np.diag(np.r_[np.ones(n), -np.ones(n)])
    inverse_energy, vectors = eigh(metric, stability)
    energy = 1 / inverse_energy[::-1][:n]
    vectors = vectors[:, ::-1][:, :n] * np.sqrt(energy)
    X, Y = vectors[:n], vectors[n:]
    signs = np.sign(X[np.argmax(abs(X), axis=0), np.arange(n)])
    X, Y = X * signs, Y * signs
    return energy, d @ (X + Y), X, Y


# ---------- one electron-hole pair ----------
pair_A, ratio = 1.0, 0.1
e1, D1, _, _ = solve_full(np.array([[pair_A]]), np.array([[ratio * pair_A]]),
                          np.array([1.0]))
pair_energy = e1[0] / pair_A
pair_strength = e1[0] * D1[0]**2 / pair_A
pair_alpha = (D1[0]**2 / e1[0]) * pair_A
assert abs(pair_energy - np.sqrt(1 - ratio**2)) < 1e-12
assert abs(pair_strength - (1 - ratio)) < 1e-12
assert abs(pair_alpha - 1 / (1 + ratio)) < 1e-12

# ---------- model chain and its self-consistent mean field ----------
n_sites, n_occ = 6, 3
spacing, softening, screening = 3.0, 4.0, 2.0
hop_strong, hop_weak = 0.25, 0.15
site_energy = np.array([0.0, 0.2, 0.1] * 2)
x = spacing * (np.arange(n_sites) - (n_sites - 1) / 2)
distance = x[:, None] - x[None, :]
v = 2 / np.sqrt(distance**2 + softening**2)
W = v / screening
h = np.diag(site_energy)
for i in range(n_sites - 1):
    h[i, i + 1] = h[i + 1, i] = -(hop_strong if i % 2 == 0 else hop_weak)


def mean_field(P, one_body):
    hartree = v @ (np.diag(P).real - 1)
    return one_body + np.diag(hartree) - 0.5 * W * P


def self_consistent(one_body):
    P = np.eye(n_sites)
    for _ in range(5000):
        levels, C = np.linalg.eigh(mean_field(P, one_body))
        P_new = 2 * C[:, :n_occ] @ C[:, :n_occ].T
        change = np.max(abs(P_new - P))
        if change < 1e-12:
            return P_new, levels, C
        P = 0.5 * P + 0.5 * P_new
    raise AssertionError("mean field did not converge")


P0, levels, C = self_consistent(h)
occ, vir = C[:, :n_occ], C[:, n_occ:]
n_pairs = n_occ * (n_sites - n_occ)
rho_ov = np.einsum("ki,ka->iak", occ, vir)
rho_oo = np.einsum("ki,kj->ijk", occ, occ)
rho_vv = np.einsum("ka,kb->abk", vir, vir)
exchange = np.einsum("iak,kl,jbl->iajb", rho_ov, v, rho_ov)
direct_A = np.einsum("ijk,kl,abl->iajb", rho_oo, W, rho_vv)
direct_B = np.einsum("ibk,kl,jal->iajb", rho_ov, W, rho_ov)
gaps = (levels[None, n_occ:] - levels[:n_occ, None]).ravel()
A = np.diag(gaps) + (2 * exchange - direct_A).reshape(n_pairs, n_pairs)
B = (2 * exchange - direct_B).reshape(n_pairs, n_pairs)
d = np.sqrt(2) * (occ.T @ (x[:, None] * vir)).ravel()

# ---------- TDA eigenbasis and full solution ----------
w, U = np.linalg.eigh(A)
Bt, dt = U.T @ B @ U, U.T @ d
A_diag = np.diag(w)
f_tda = w * dt**2
Om, D, X, Y = solve_full(A_diag, Bt, dt)
f_full = Om * D**2
relative_B = np.max(abs(np.linalg.eigvalsh(Bt / np.sqrt(np.outer(w, w)))))

# energies do not notice the sign of B
assert np.allclose(Om, solve_full(A_diag, -Bt, dt)[0], atol=1e-11)

# ---------- leading-order formulas against numerical derivatives ----------
energy_sums = w[:, None] + w[None, :]
energy_second = -np.sum(Bt**2 / energy_sums, axis=0)
dipole_first = -(dt @ (Bt / energy_sums))
strength_first = 2 * w * dt * dipole_first
small = 1e-3
Om_p, D_p, _, _ = solve_full(A_diag, small * Bt, dt)
Om_m, D_m, _, _ = solve_full(A_diag, -small * Bt, dt)
assert np.allclose((Om_p - w) / small**2, energy_second, rtol=1e-3, atol=1e-6)
assert np.allclose((D_p - D_m) / (2 * small), dipole_first, rtol=1e-3, atol=1e-5)
assert np.allclose((Om_p * D_p**2 - Om_m * D_m**2) / (2 * small),
                   strength_first, rtol=1e-3, atol=1e-5)
bound_weight = np.sum(dt[:, None]**2 / energy_sums, axis=0)
assert np.all(((D_p - D_m) / 2)**2
              <= (w - Om_p) * bound_weight * (1 + 1e-3) + 1e-12)

# ---------- polarizability: state sums, matrix formula, finite field ----------
alpha_tda = 4 * np.sum(dt**2 / w)
alpha_full = 4 * np.sum(D**2 / Om)
alpha_matrix = 4 * d @ np.linalg.solve(A + B, d)
alpha_first = -4 * (dt / w) @ Bt @ (dt / w)
alpha_slope = (4 * np.sum(D_p**2 / Om_p) - 4 * np.sum(D_m**2 / Om_m)) / (2 * small)
force = 1e-4
x_plus = np.diag(self_consistent(h + force * np.diag(x))[0]) @ x
x_minus = np.diag(self_consistent(h - force * np.diag(x))[0]) @ x
alpha_field = -2 * (x_plus - x_minus) / (2 * force)
assert abs(alpha_full / alpha_matrix - 1) < 1e-10
assert abs(alpha_full / alpha_field - 1) < 1e-5
assert abs(alpha_tda / alpha_field - 1) > 1e-2
assert abs(alpha_slope / alpha_first - 1) < 1e-3

# ---------- strength sum from ground-state hopping ----------
sum_hopping = -0.5 * np.sum(h * P0 * distance**2)
assert abs(f_full.sum() / sum_hopping - 1) < 1e-8
assert abs(f_full.sum() - d @ (A - B) @ d) < 1e-9
assert abs(f_tda.sum() / sum_hopping - 1) > 1e-2

# ---------- real-time response to a weak kick ----------
kick, step, n_steps = 1e-5, 0.05, 2000


def rate(P):
    F = mean_field(P, h)
    return -1j * (F @ P - P @ F)


phase = np.exp(1j * kick * x)
P = phase[:, None] * P0 * phase.conj()[None, :]
signal = np.empty(n_steps + 1)
x_ground = np.diag(P0) @ x
for k in range(n_steps + 1):
    signal[k] = (np.diag(P).real @ x - x_ground) / kick
    k1 = rate(P)
    k2 = rate(P + 0.5 * step * k1)
    k3 = rate(P + 0.5 * step * k2)
    k4 = rate(P + step * k3)
    P = P + step * (k1 + 2 * k2 + 2 * k3 + k4) / 6
times = step * np.arange(n_steps + 1)


def signal_error(energies, dipoles):
    predicted = 2 * np.sin(np.outer(times, energies)) @ dipoles**2
    return np.linalg.norm(predicted - signal) / np.linalg.norm(signal)


error_full = signal_error(Om, D)
error_tda = signal_error(w, dt)
error_hybrid = signal_error(Om, dt)
assert error_full < 5e-3
assert error_tda > 10 * error_full and error_hybrid > 10 * error_full

# ---------- brightest TDA state followed as B is scaled ----------
bright = int(np.argmax(f_tda))
scan = []
for scale in (1.0, 0.5, 0.25):
    Os, Ds, Xs, _ = solve_full(A_diag, scale * Bt, dt)
    partner = int(np.argmax(abs(Xs[bright])))
    scan.append((scale, 100 * (Os[partner] / w[bright] - 1),
                 100 * (Os[partner] * Ds[partner]**2 / f_tda[bright] - 1),
                 100 * (4 * np.sum(Ds**2 / Os) / alpha_tda - 1)))
assert abs(scan[0][1]) < 0.5 * abs(scan[0][2])
own_part = -100 * Bt[bright, bright] / w[bright]
total_part = 100 * strength_first[bright] / f_tda[bright]
partner = int(np.argmax(abs(X[bright])))

# ---------- exception 1: state dark in TDA ----------
dark_b = 0.1
dark_A = np.diag([1.0, 1.5])
Od, Dd, _, _ = solve_full(dark_A, np.array([[0, dark_b], [dark_b, 0]]),
                          np.array([0.0, 1.0]))
dark_strength = Od[0] * Dd[0]**2
dark_formula = 1.0 * (dark_b / (1.0 + 1.5))**2
assert abs(dark_strength / dark_formula - 1) < 0.02
Oh, Dh, _, _ = solve_full(dark_A, np.array([[0, dark_b / 2], [dark_b / 2, 0]]),
                          np.array([0.0, 1.0]))
assert abs(dark_strength / (Oh[0] * Dh[0]**2) - 4) < 0.05

# ---------- exception 2: nearly degenerate states ----------
near_gap, near_b = 0.001, 0.1
near_A = np.diag([1.0, 1.0 + near_gap])
near_B = near_b * np.ones((2, 2))
near_d = np.array([1.0, 0.0])
On, Dn, _, _ = solve_full(near_A, near_B, near_d)
near_f = On * Dn**2
near_first = 1.0 - 2 * near_b / 2.0
assert np.min(abs(near_f - near_first)) > 0.3
assert abs(near_f.sum() - near_first) < 1e-10

# ---------- output ----------
print(f"One pair, B/A = {ratio:.2f}: energy ratio full/TDA {pair_energy:.5f}")
print(f"  strength ratio {pair_strength:.5f}, alpha ratio {pair_alpha:.5f}")
print(f"Chain: {n_sites} sites, {2*n_occ} electrons, spacing {spacing:.1f} a0")
print(f"  hoppings (magnitude) {hop_strong:.2f}, {hop_weak:.2f} Ry")
print("  repeating site energies", site_energy[:3], "Ry")
print(f"  softening {softening:.1f} a0, v/W = {screening:.1f}")
print(f"  on-site v {v[0,0]:.3f} Ry, neighbour v {v[0,1]:.3f} Ry")
print(f"  mean-field gap {levels[n_occ]-levels[n_occ-1]:.5f} Ry")
print(f"  norm of A^(-1/2) B A^(-1/2): {relative_B:.4f}")
print("State: E_TDA (Ry), E_full (Ry), f_TDA, f_full, |X_nn|")
for n in range(n_pairs):
    print(f"  {n+1}: {w[n]:.5f} {Om[n]:.5f} {f_tda[n]:.5f} "
          f"{f_full[n]:.5f} {abs(X[n,n]):.3f}")
print(f"Brightest TDA state: {bright+1}; full partner: {partner+1}")
print(f"  E_TDA {w[bright]*RY_EV:.4f} eV, E_full {Om[partner]*RY_EV:.4f} eV")
print(f"  d_TDA {abs(dt[bright]):.4f} a0, D_full {abs(D[partner]):.4f} a0")
print(f"  B_nn {Bt[bright,bright]:.5f} Ry")
print("B scale: changes from TDA in energy, f, alpha (%)")
for row in scan:
    print(f"  {row[0]:.2f}: {row[1]:.3f} {row[2]:.3f} {row[3]:.3f}")
print("Leading-order changes at full B, brightest state:")
print(f"  energy {100*energy_second[bright]/w[bright]:.3f} %")
print(f"  strength {total_part:.3f} %")
print(f"    own pair {own_part:.3f} %, borrowed {total_part-own_part:.3f} %")
print(f"  |dipole change| {abs(dipole_first[bright]):.4f} a0")
print(f"  its square-root bound "
      f"{np.sqrt(-energy_second[bright]*bound_weight[bright]):.4f} a0")
print(f"alpha TDA {alpha_tda:.3f} a0^3 = {alpha_tda*BOHR_ANGSTROM**3:.3f} A^3")
print(f"alpha full {alpha_full:.3f} a0^3 = {alpha_full*BOHR_ANGSTROM**3:.3f} A^3")
print(f"alpha finite field {alpha_field:.3f} a0^3")
print(f"alpha first-order change {alpha_first:.3f} a0^3")
print(f"Strength sum: TDA {f_tda.sum():.5f}, full {f_full.sum():.5f}")
print(f"  from ground-state hopping {sum_hopping:.5f}")
print(f"Kick signal followed to t = {times[-1]:.0f} hbar/Ry; rms errors:")
print(f"  full {100*error_full:.4f} %, TDA {100*error_tda:.2f} %")
print(f"  full energies with TDA dipoles {100*error_hybrid:.2f} %")
print(f"Dark state, coupling {dark_b:.2f} Ry: f_TDA 0, f_full {dark_strength:.6f}")
print(f"  leading-order f {dark_formula:.6f}")
print(f"Near-degenerate: gap {near_gap:.3f} Ry, B elements {near_b:.2f} Ry")
print(f"  E_full {On[0]:.5f}, {On[1]:.5f} Ry")
print(f"  f_TDA {near_d[0]**2:.3f}, {near_d[1]**2:.3f}; "
      f"f_full {near_f[0]:.4f}, {near_f[1]:.4f}")
print(f"  f_full sum {near_f.sum():.4f}; first-order f of state 1 {near_first:.4f}")
print("no test failed")
```

It prints:

```
One pair, B/A = 0.10: energy ratio full/TDA 0.99499
  strength ratio 0.90000, alpha ratio 0.90909
Chain: 6 sites, 6 electrons, spacing 3.0 a0
  hoppings (magnitude) 0.25, 0.15 Ry
  repeating site energies [0.  0.2 0.1] Ry
  softening 4.0 a0, v/W = 2.0
  on-site v 0.500 Ry, neighbour v 0.400 Ry
  mean-field gap 0.45724 Ry
  norm of A^(-1/2) B A^(-1/2): 0.1626
State: E_TDA (Ry), E_full (Ry), f_TDA, f_full, |X_nn|
  1: 0.35966 0.35720 4.68242 4.13198 1.002
  2: 0.45536 0.45325 1.13919 1.00972 1.001
  3: 0.55949 0.55587 0.09714 0.13112 0.999
  4: 0.57020 0.56923 1.11460 0.90460 0.998
  5: 0.62016 0.61508 0.14220 0.21208 0.997
  6: 0.64626 0.64371 0.53110 0.48845 0.996
  7: 0.71471 0.71435 0.00291 0.00314 1.000
  8: 0.77043 0.77027 0.06949 0.06376 1.000
  9: 0.83165 0.83157 0.06860 0.06279 1.000
Brightest TDA state: 1; full partner: 1
  E_TDA 4.8934 eV, E_full 4.8599 eV
  d_TDA 3.6082 a0, D_full 3.4011 a0
  B_nn 0.03563 Ry
B scale: changes from TDA in energy, f, alpha (%)
  1.00: -0.684 -11.755 -10.222
  0.50: -0.170 -5.976 -5.394
  0.25: -0.042 -3.018 -2.774
Leading-order changes at full B, brightest state:
  energy -0.676 %
  strength -12.206 %
    own pair -9.906 %, borrowed -2.299 %
  |dipole change| 0.2202 a0
  its square-root bound 0.2449 a0
alpha TDA 189.176 a0^3 = 28.033 A^3
alpha full 169.838 a0^3 = 25.167 A^3
alpha finite field 169.838 a0^3
alpha first-order change -21.605 a0^3
Strength sum: TDA 7.84764, full 7.00764
  from ground-state hopping 7.00764
Kick signal followed to t = 100 hbar/Ry; rms errors:
  full 0.0024 %, TDA 19.92 %
  full energies with TDA dipoles 12.76 %
Dark state, coupling 0.10 Ry: f_TDA 0, f_full 0.001601
  leading-order f 0.001600
Near-degenerate: gap 0.001 Ry, B elements 0.10 Ry
  E_full 0.98029, 1.00051 Ry
  f_TDA 1.000, 0.000; f_full 0.4223, 0.4777
  f_full sum 0.9000; first-order f of state 1 0.9000
no test failed
```
